\section*{Two derivations of Hostler's closed form for the Coulomb Green's function, part 3}

Two derivations have established the closed form of the Coulomb Green's function $G$, the kernel of $(H-E)^{-1}$ with $H=-\tfrac12\nabla^2-Z/r$, in Hartree atomic units. Set $\kappa=\sqrt{-2E}$ with $\operatorname{Re}\kappa>0$, $\nu=Z/\kappa$, $R=|\mathbf r-\mathbf r'|$, $s=r'$, $x=r+r'+R$, $y=r+r'-R$, $u=\kappa x$ and $v=\kappa y$. Then
\begin{equation}
G(\mathbf r,\mathbf r';E)=\frac{\Gamma(1-\nu)}{2\pi R}\left[W(u)M'(v)-W'(u)M(v)\right].
\label{hostler}
\end{equation}
The regular function is $M(u)=ue^{-u/2}\sum_jc_ju^j$, with $c_0=1$ and $c_{j+1}=c_j(j+1-\nu)/[(j+1)(j+2)]$. The decaying one obeys
\begin{equation}
W(u)\sim u^\nu e^{-u/2}.
\label{Wasym}
\end{equation}
Also $W(0)=WM'-W'M=1/\Gamma(1-\nu)$. The s-wave radial function is $g_0(x/2,y/2)=\Gamma(1-\nu)W(u)M(v)/\kappa$. At $Z=0$ it is $\frac1\kappa[e^{-\kappa(x-y)/2}-e^{-\kappa(x+y)/2}]$, whose second term is the image term, and
\begin{equation}
G_{\rm free}=\frac{e^{-\kappa R}}{2\pi R},
\label{free}
\end{equation}

The first derivation tries a $G$ that depends on $x$ and $y$ alone. With operators $A$ and $B$ free of $s$,
\begin{equation}
-2rR\,(H-E)F=(A-2sB)F,
\label{split}
\end{equation}
so $AG=BG=0$. Only $\ell=0$ satisfies the $B$ equation. With $\phi=-2\pi RG=(\partial_x-\partial_y)\psi$, $\psi=g_0(x/2,y/2)$, $D=\partial_x+\partial_y$ and $q(x)=\kappa^2/4-Z/x$, $\psi$ obeys $f''=qf$ in each variable and
\begin{equation}
D\phi=[q(x)-q(y)]\,\psi,\qquad q(x)-q(y)=\frac{Z(x-y)}{xy},
\label{psidef}
\end{equation}
Near the source $\phi=-1+(x-y)h$ with smooth $h$, and
\begin{equation}
G=\frac1{2\pi R}-\frac{h(x,y)}\pi .
\label{near}
\end{equation}
The volume element, and the final check for smooth $f$ of compact support, are
\begin{equation}
d^3r=\frac{\rho_\perp\,dx\,dy\,d\varphi}{|\nabla x||\nabla y|}=\frac{rR}{2s}\,dx\,dy\,d\varphi .
\label{vol}
\end{equation}
\begin{equation}
\int G(\mathbf r,\mathbf r')\,[(H-E)f](\mathbf r)\,d^3r=f(\mathbf r') .
\label{back}
\end{equation}

The second derivation maps each partial wave to a plane oscillator and sums, with modified Bessel functions $I_m$:
\begin{equation}
G=\sum_{\ell=0}^\infty\frac{2\ell+1}{4\pi rr'}\,g_\ell(r,r')\,P_\ell(\cos\theta),
\label{pw}
\end{equation}
\begin{equation}
g_\ell(r,r')=2\sqrt{rr'}\int_0^\infty\frac{d\tau\,e^{2\nu\tau}}{\sinh\tau}\,e^{-\kappa(r+r')\coth\tau}\,I_{2\ell+1}\!\left(\frac{2\kappa\sqrt{rr'}}{\sinh\tau}\right).
\label{gl}
\end{equation}
\begin{equation}
\sum_{\ell=0}^\infty(2\ell+1)\,I_{2\ell+1}(z)\,P_\ell(\cos\theta)=\frac z2\,I_0\!\left(z\cos\frac\theta2\right).
\label{sum}
\end{equation}
\begin{equation}
G=\frac\kappa{2\pi}\int_0^\infty\frac{d\tau\,e^{2\nu\tau}}{\sinh^2\tau}\,e^{-\frac\kappa2(x+y)\coth\tau}\,I_0\!\left(\frac{\kappa\sqrt{xy}}{\sinh\tau}\right).
\label{int}
\end{equation}
For real $\kappa$, Eq.~(\ref{gl}) converges for $\nu<\ell+1$ and Eq.~(\ref{int}) for $\nu<1$.

\section{What each derivation assumes}

Both routes use the self-adjointness and spectrum of $H$ and the properties of $M$ and $W$, and both need the fixed point nucleus and the pure $1/r$ form of the potential. They use these inputs at different places.

The first derivation begins with a guess, that $G$ does not depend on $r'$ apart from $x$ and $y$. The guess costs no rigour, because the final step checks Eq.~(\ref{back}) and invokes uniqueness, but the derivation gives no reason for it beyond its success. It works at once for every complex $E$ off the spectrum and, once the properties of $M$ and $W$ are in hand (these rest on a power series and on continuation in $\nu$), it needs no continuation of the resolvent in $E$, no partial-wave series and no exchange of sum and integral. It divides by $Z$ in Eq.~(\ref{psidef}), so the necessity part fails at $Z=0$, where the image term of the first section can be added to $\psi$ at will. The sufficiency part and the final formula remain valid there. The Coulomb form enters through Eq.~(\ref{split}): after multiplication by $-2rR$ the potential contributes $2ZR=Z(x-y)$, which is free of $s$ and separates into a function of $x$ minus the same function of $y$. An added term $\beta/r^2$ in $H$ would contribute $-2\beta R/r=-2\beta(x-y)/(x+y-2s)$, which is not linear in $s$, and the splitting into two equations is lost.

The second derivation guesses nothing about the variables. It uses rotational symmetry, completeness of the spherical harmonics, the oscillator mapping and one Bessel identity. Its central formula~(\ref{int}) is derived for real $\kappa$ and $\nu<1$. All other energies, including the one in the example below, are reached by analytic continuation. It is valid at $Z=0$ without change. The Coulomb form enters because the charge appears only in the factor $e^{2\nu\tau}$, common to all $\ell$, and because the Bessel orders are the odd integers $2\ell+1$ that Eq.~(\ref{sum}) requires. With $\beta/r^2$ added, the mapping survives with $\ell$ replaced by $\lambda_\ell$, where $\lambda_\ell(\lambda_\ell+1)=\ell(\ell+1)+2\beta$, but the orders $2\lambda_\ell+1$ no longer match the Legendre index and Eq.~(\ref{sum}) does not apply.

The special role of the s wave also appears differently. In the first route it is the vanishing of the residual of $B$. In the second it is the Bessel relation between $I_1$, which belongs to $\ell=0$, and the $I_0$ produced by the angular sum. Each route yields something the other hides: the first gives the inverse relation and the local structure used below, and the second gives positivity below the spectrum. The numerical check checks Eq.~(\ref{split}) to high precision for one trial function at one point, the subsequent algebra of the first route as symbolic identities, and the Whittaker properties numerically. Of the second route it tests the two ends, the sum~(\ref{pw}) with radial functions from power series and numerical integration against Eq.~(\ref{hostler}), for attractive and repulsive charge and for negative, complex and positive energy. The intermediate formulas (\ref{gl}), (\ref{sum}) and (\ref{int}) are not among its tests and rest on the proofs given above.

\section{Limits and consequences}

\emph{Field point at the nucleus.} For small $r$ at angle $\theta$ to $\mathbf r'$, $R\simeq s-r\cos\theta$, $x\simeq2s+r(1-\cos\theta)$ and $y\simeq r(1+\cos\theta)$. With $M\simeq v$, $M'\simeq1-\nu v$, $\nu\kappa=Z$, and $W_0,W_0'$ taken at $2\kappa s$, the bracket in Eq.~(\ref{hostler}) is, to first order in $r$,
\begin{align}
&W_0+\kappa W_0'r(1-\cos\theta)-ZW_0r(1+\cos\theta)-\kappa W_0'r(1+\cos\theta)\nonumber\\
&\quad=W_0(1-Zr)-r\cos\theta\,(2\kappa W_0'+ZW_0).
\end{align}
The factor $1/R\simeq(1+r\cos\theta/s)/s$ adds another term in $\cos\theta$. Hence
\begin{equation}
G(0,\mathbf r')=\frac{\Gamma(1-\nu)\,W(2\kappa r')}{2\pi r'},
\label{nuc}
\end{equation}
and the average over opposite directions is $G(0,\mathbf r')(1-Zr)$ to first order in $r$, which is Kato's cusp condition.

\emph{Inverse relation.} With $\sigma=r+r'$, $x=\sigma+R$ and $y=\sigma-R$, the operator $D$ is $\partial/\partial\sigma$ at fixed $R$. Since $\phi=-2\pi RG$, Eq.~(\ref{psidef}) gives
\begin{equation}
g_0(x/2,y/2)=-\frac{\pi xy}Z\left.\frac{\partial G}{\partial(r+r')}\right|_R .
\label{inverse}
\end{equation}

\emph{Coincident points.} In Eq.~(\ref{near}) $h\to\phi_x$ on the diagonal, and $\phi_x=q(x)\psi-\psi_{xy}$ with $q=\kappa^2(\tfrac14-\nu/u)$. Therefore
\begin{equation}
\lim_{R\to0}\left[G-\frac1{2\pi R}\right]=\frac{\kappa\,\Gamma(1-\nu)}\pi\left[W'M'-\left(\frac14-\frac\nu u\right)WM\right]_{u=2\kappa r}.
\label{diag}
\end{equation}
At $\nu=0$ the bracket is $-\tfrac12e^{-u/2}[\cosh(u/2)+\sinh(u/2)]=-\tfrac12$, giving $-\kappa/2\pi$, as the expansion of Eq.~(\ref{free}) requires.

\emph{Bound levels.} The formula fails at $\nu=n$, where the resolvent does not exist, and near the level $G\simeq P_n/(E_n-E)$, where $P_n$ is the projector on the shell, so the residue in $E$ is $-P_n$. From $\Gamma(z)=\Gamma(z+n)/[z(z+1)\cdots(z+n-1)]$ at $z=1-\nu\to1-n$ one finds $\Gamma(1-\nu)\simeq(-1)^{n-1}/[(n-1)!\,(n-\nu)]$, and $E_n-E=\tfrac12Z^2(\nu^{-2}-n^{-2})\simeq Z^2(n-\nu)/n^3$. At $\nu=n$ the Wronskian vanishes, so $W\propto M$. The series terminates, and the recursion gives the top coefficient $c_{n-1}=(-1)^{n-1}(n-1)!/[(n-1)!\,n!]=(-1)^{n-1}/n!$. Comparison with Eq.~(\ref{Wasym}) gives $W=(-1)^{n-1}n!\,M$. The two signs cancel, $n!/(n-1)!=n$, and
\begin{equation}
P_n(\mathbf r,\mathbf r')=\frac{Z^2}{2\pi Rn^2}\left[M(u)M'(v)-M'(u)M(v)\right],\qquad\nu=n,\quad\kappa=Z/n .
\label{proj}
\end{equation}
For $n=1$, $M=ue^{-u/2}$, the bracket is $(u-v)e^{-(u+v)/2}=2ZRe^{-Z(r+r')}$, and $P_1=Z^3e^{-Z(r+r')}/\pi$, the product of two $1s$ orbitals. On the diagonal the bracket tends to $2\kappa R\,(M'^2-MM'')$, so $P_n(\mathbf r,\mathbf r)=\frac{Z^2\kappa}{\pi n^2}[M'^2-(\tfrac14-n/u)M^2]$, whose integral over space must be the degeneracy $n^2$.

\emph{Positive energy.} On the continuous spectrum only boundary values exist. For $E+i0$ with $E=k^2/2$, the root with $\operatorname{Re}\kappa>0$ tends to $\kappa=-ik$, so $\nu=iZ/k$. The functions remain analytic at $\arg u=-\pi/2$, so the limit of Eq.~(\ref{hostler}) exists pointwise. By Eq.~(\ref{Wasym}) $W\propto e^{ikx/2+i(Z/k)\ln kx}$ with $x\simeq2r$, an outgoing wave with the logarithmic Coulomb phase. The kernel is no longer square integrable, and it is defined by this limit. Since $\operatorname{Im}(H-E-i0)^{-1}=\pi\delta(H-E)$, the imaginary part of Eq.~(\ref{diag}) is $\pi$ times the local density of states.

\section{Hydrogen at the midpoint between $1s$ and $2s$}

Take $Z=1$ in the model defined above. When two photons of equal frequency carry the atom from $1s$ to $2s$, the second-order amplitude contains $G$ at the energy reached after one photon. With $E_{1s}=-0.5\,E_h$ and $E_{2s}=-0.125\,E_h$, the photon energy is $\omega=0.1875\,E_h$ and $E=-0.3125\,E_h=-8.5036$~eV. The digits below belong to the model and are kept in order to compare methods. For the real atom the finite nuclear mass alone changes energies by roughly five parts in $10^4$.

The parameters are $\kappa=\sqrt{0.625}=0.790569\,a_0^{-1}$, $\nu=1/\kappa=1.264911$ and $\Gamma(1-\nu)=-4.702616$. Since $\nu>1$, the integral~(\ref{int}) diverges here and the second derivation applies through its continuation. Choose $r=1\,a_0$, $r'=3\,a_0$ and an angle of $60^\circ$. Then $R^2=1+9-3=7$ in $a_0^2$, and
\begin{align}
R&=2.645751\,a_0, & x&=4+R=6.645751\,a_0, & y&=4-R=1.354249\,a_0,\nonumber\\
u&=5.253928, & W(u)&=0.551238, & W'(u)&=-0.135510,\nonumber\\
v&=1.070628, & M(v)&=0.524176, & M'(v)&=0.116463 .\nonumber
\end{align}
The factors are printed to six decimals and the results are computed from unrounded values, so the last digit can differ from the product of the printed numbers. The bracket and the Green's function are
\begin{align}
WM'-W'M&=0.551238\times0.116463+0.135510\times0.524176=0.135230,\\
G&=\frac{-4.702616\times0.135230}{2\pi\times2.645751}=-0.0382545\ E_h^{-1}a_0^{-3},
\end{align}
which is $-0.009487\ {\rm eV}^{-1}\,\text{\AA}^{-3}$.

The partial-wave sum, built without Whittaker functions, converges to this value. A second geometry, $r=1.5\,a_0$ and $r'=2.5\,a_0$ at $78.463^\circ$, has the same $r+r'$ and the same $R$. In units of $E_h^{-1}a_0^{-3}$:
\begin{center}
\begin{tabular}{lll}
terms kept & first geometry & second geometry\\
$\ell=0$ & $-0.0518354$ & $-0.0361532$\\
$\ell\le2$ & $-0.0369957$ & $-0.0368816$\\
$\ell\le10$ & $-0.0382545821$ & $-0.0382011558$\\
$\ell\le40$, $\ell\le60$ & $-0.0382545325$ & $-0.0382545325$
\end{tabular}
\end{center}
The closed form gives $-0.0382545325$. The s-wave terms of the two geometries are quite different and only the full sums agree, so the dependence on $x$ and $y$ alone is a property of the sum. At $\ell\le10$ the error relative to the converged value is $1.3\times10^{-6}$ in the first geometry and $1.4\times10^{-3}$ in the second. To leading order at large $\ell$ the centrifugal term dominates the radial equation, $g_\ell\simeq2r_<^{\ell+1}r_>^{-\ell}/(2\ell+1)$, and the terms fall as $(r_</r_>)^\ell$, with ratio $1/3$ in the first geometry and $3/5$ in the second.

Add a term $\beta/r^2$, $\beta=0.2\,E_ha_0^2$, to the potential. For $2\beta<3/4$ both s-wave solutions, $r^{\lambda_0+1}$ and $r^{-\lambda_0}$, are square integrable at the origin, so a boundary condition has to be chosen, and the numbers depend on it. With the less singular choice $g\propto r^{\lambda_\ell+1}$, the two geometries give $0.327896$ and $0.349064\ E_h^{-1}a_0^{-3}$, which differ by about $6\%$ of the first value, so the property is lost. The values have also changed sign and grown. The modified s wave has $\lambda_0+1=\tfrac12+\sqrt{0.65}$, which exceeds $1.3$ and so lies just above $\nu=1.2649$. By the convergence condition of Eq.~(\ref{gl}) with $\ell\to\lambda_0$, the lowest pole is at $\nu=\lambda_0+1$, so $E$ now lies slightly below the ground level, whose pole term is a product of nodeless functions over a small positive denominator. With $n_0=\lambda_0+1=1.306226$ the level is $E_0=-1/2n_0^2$, so $E_0-E=0.019456\,E_h$, and the normalised radial function is $Nr^{n_0}e^{-r/n_0}$ with $N^2=(2/n_0)^{2n_0+1}/\Gamma(2n_0+1)$. The pole term $N^2(rr')^{\lambda_0}e^{-(r+r')/n_0}/[4\pi(E_0-E)]$ is $0.33108$ and $0.35449\ E_h^{-1}a_0^{-3}$ in the two geometries, within $2\%$ of the full values. Its factor $(rr')^{\lambda_0}$ is not a function of $x$ and $y$ alone, and it makes the two pole terms differ by $7\%$.

The s-wave product itself, again computed from unrounded factors, is
\begin{equation}
g_0(x/2,y/2)=\frac{-4.702616\times0.551238\times0.524176}{0.790569}=-1.718762\ E_h^{-1}a_0^{-1},
\end{equation}
and numerical integration of the radial equation gives $-1.71876212$, equal to the Whittaker value in all printed digits. Finite differences of the partial-wave sum at fixed $R$ give $\partial G/\partial(r+r')=0.0607888\ E_h^{-1}a_0^{-4}$. With $xy=16-7=9$ in $a_0^2$, Eq.~(\ref{inverse}) yields $-9\pi\times0.0607888=-1.71876\ E_h^{-1}a_0^{-1}$.

At the first geometry Eq.~(\ref{proj}) gives $P_1=0.00583005$, $P_2=0.000673102$ and $P_3=0.000143871\ a_0^{-3}$, equal to explicit sums over orbitals, and the traces are $1$, $4$ and $9$. The $1s$ pole term is $0.00583005/(-0.1875)=-0.0310936$ and the $n=2$ term is $0.000673102/0.1875=+0.0035899$, in $E_h^{-1}a_0^{-3}$, while the free-particle value at this $\kappa$ and $R$ is $+0.0074281$. All states other than $1s$ have positive denominators $E_n-E$, and the $n=2$ and $n=3$ terms are positive here, yet $G$ is more negative than the $1s$ term: the remainder is $-0.0382545+0.0310936=-0.0071609$. The shells with $n\ge4$ and the continuum therefore make a negative total contribution at this pair of points. There is no contradiction. The remainder is the kernel of a positive operator, which does not make it positive at distinct points, and its integral against the nodeless $1s$ orbital vanishes for each $\mathbf r'$, so it must take both signs.

With the field point at the nucleus and $r'=3\,a_0$, Eq.~(\ref{nuc}) gives $-0.154799\ E_h^{-1}a_0^{-3}$. The slope of the direction-averaged $G$ divided by this value is $-0.999999996\ a_0^{-1}$ for a small finite displacement, against the exact $-Z$. The coefficient of $\ln u$ in $W'$ is found numerically as $0.268980$, and $-\nu/\Gamma(1-\nu)=1.264911/4.702616=0.268980$. A Cartesian finite-difference evaluation of $(H-E)G/G$ at four points, one off the axis and one on each of the three parts of the axis, is at most $1.8\times10^{-10}\,E_h$ in magnitude, consistent with the absence of a line source opposite to $\mathbf r'$. The strength of the point source is tested by Eq.~(\ref{back}), which extends to functions in the domain of $H$, with $f=(1+z)e^{-ar}$, $a=1.3\,a_0^{-1}$ and the volume element~(\ref{vol}). Quadrature gives $0.08096764578$, and $f(\mathbf r')=4e^{-3.9}=0.08096764578$. The finite part~(\ref{diag}) at $r=1\,a_0$ is $-0.188093\ E_h^{-1}a_0^{-3}$.

In the continuum, at $E=0.5\,E_h+i0$ and the first geometry, the closed form and the partial waves both give $G=(-0.0362289-0.0324239\,i)\ E_h^{-1}a_0^{-3}$. On the diagonal at $r=1\,a_0$, both give $\operatorname{Im}G=0.252612\ E_h^{-1}a_0^{-3}$. This is positive, as a density of states must be, and larger than the free value $k/2\pi$ with $k=1\,a_0^{-1}$ that follows from $-\kappa/2\pi$ at $\kappa=-ik$.

\section*{Computed values}
\begin{verbatim}
Z = 1 (charge)
E_1s = -0.5 Eh
E_2s = -0.125 Eh
omega = 0.1875 Eh
E = -0.3125 Eh
E = -8.5035582 eV
kappa = 0.790569415 1/a0
nu = 1.26491106 (pure)
Gamma(1-nu) = -4.70261605 (pure)
geometry 1: r = 1.0 a0, r' = 3.0 a0, angle = 60.0 deg
R = 2.64575131 a0
x = 6.64575131 a0
y = 1.35424869 a0
u = 5.25392773 (pure)
v = 1.07062759 (pure)
W(u) = 0.551238111 (pure)
W'(u) = -0.13550985 (pure)
M(v) = 0.524175869 (pure)
M'(v) = 0.116462852 (pure)
W M' - W' M = 0.135229756 (pure)
G closed form = -0.0382545325 1/(Eh a0^3)
G closed form = -0.00948699855 1/(eV Angstrom^3)
geometry 1 partial waves l<=0 = -0.0518354007 1/(Eh a0^3)
geometry 1 partial waves l<=1 = -0.0359725631 1/(Eh a0^3)
geometry 1 partial waves l<=2 = -0.0369956939 1/(Eh a0^3)
geometry 1 partial waves l<=5 = -0.0382855954 1/(Eh a0^3)
geometry 1 partial waves l<=10 = -0.0382545821 1/(Eh a0^3)
geometry 1 partial waves l<=40 = -0.0382545325 1/(Eh a0^3)
geometry 2: r = 1.5 a0, r' = 2.5 a0, angle = 78.463041 deg
geometry 2 partial waves l<=0 = -0.0361532405 1/(Eh a0^3)
geometry 2 partial waves l<=2 = -0.0368815741 1/(Eh a0^3)
geometry 2 partial waves l<=10 = -0.0382011558 1/(Eh a0^3)
geometry 2 partial waves l<=60 = -0.0382545325 1/(Eh a0^3)
control beta = 0.2 Eh a0^2
control G geometry 1 = 0.327896253 1/(Eh a0^3)
control G geometry 2 = 0.349063677 1/(Eh a0^3)
g0(x/2,y/2) Whittaker = -1.71876212 1/(Eh a0)
g0(x/2,y/2) ODE = -1.71876212 1/(Eh a0)
dG/d(r+r') at fixed R = 0.0607887749 1/(Eh a0^4)
-pi x y dG/Z = -1.71876212 1/(Eh a0)
free G = 0.00742812203 1/(Eh a0^3)
1s pole term = -0.0310935943 1/(Eh a0^3)
n=2 pole term = 0.00358987988 1/(Eh a0^3)
P_1: closed 0.00583004893, orbitals 0.00583004893 1/a0^3, trace 1.00000000
P_2: closed 0.000673102478, orbitals 0.000673102478 1/a0^3, trace 4.00000000
P_3: closed 0.000143871013, orbitals 0.000143871013 1/a0^3, trace 9.00000000
G(0,r') = -0.154799009 1/(Eh a0^3)
cusp slope/value = -0.999999996 1/a0
log coefficient of W' = 0.268980309 (pure)
largest |(H-E)G/G| by finite differences = 1.8e-10 Eh
test function a = 1.3 1/a0: integral 0.08096764578, u(r') 0.08096764578 (pure)
finite part at r=1 a0 = -0.188092872 1/(Eh a0^3)
E = 0.5 Eh + i0: G closed = -0.0362289154 -0.0324238978i 1/(Eh a0^3)
E = 0.5 Eh + i0: G waves  = -0.0362289154 -0.0324238978i 1/(Eh a0^3)
Im G(r,r), r=1 a0: closed 0.252612377, waves 0.252612377 1/(Eh a0^3)
\end{verbatim}
